Grain-boundary grooving: a conservative scheme and the quarter-power law

A polycrystalline silicide film on silicon is annealed. Wherever a grain boundary meets the free surface, the boundary pulls the surface down and a groove forms. Atoms leave the groove by surface diffusion and pile up beside it. If the groove reaches the substrate, the film begins to break into islands. How fast does the groove deepen, and for how long does it behave as if it were alone?

A simulation must follow the groove over many decades of time without losing matter. The most direct discretization does not conserve matter exactly, and it needs an enormous number of steps. These two faults show how to build a better one.

**The continuum problem**

Parallel vertical boundaries stand a distance L apart, and all quantities are per unit length along them. The surface is y(x,t), initially y = 0. The film is treated as a one-component solid; in a real silicide both metal and silicon must move to keep the composition, and the slower species can control the rate. The surface energy γ_s is isotropic, the boundaries do not move, and there is no evaporation and no transport along boundaries or the film/substrate interface. The film is assumed thicker than the groove is deep.

The surface energy is γ_s ∫ √(1 + y_x²) dx. A displacement δy that vanishes at the ends changes it, after one integration by parts, by −γ_s ∫ K δy dx, where

K = ∂/∂x [ y_x/√(1 + y_x²) ].

An atom of volume Ω therefore has chemical potential μ = −γ_s Ω K. This is low in a valley, where K > 0. With n_s mobile atoms per area and surface diffusivity D_s, the atom flux along the arc length s is

J = −(D_s n_s/k_B T) ∂μ/∂s = (D_s n_s γ_s Ω/k_B T) ∂K/∂s.

The volume in a vertical column changes by the difference of ΩJ between its sides, so y_t = −Ω ∂J/∂x. Since ∂/∂s = (1 + y_x²)^(−1/2) ∂/∂x, the variable τ = Bt gives

y_τ = −∂Q/∂x, Q = M ∂K/∂x, M = (1 + y_x²)^(−1/2),

B = D_s γ_s n_s Ω²/(k_B T).

At the root, the downward pull γ_b of the boundary balances the vertical pull of two surfaces inclined at θ, so 2γ_s sin θ = γ_b. By symmetry half a grain suffices, 0 < x < a with a = L/2:

x = 0: y_x = m = tan θ, Q = 0;
x = a: y_x = 0, Q = 0.

**What the simulation should reproduce**

While the groove is isolated, the problem contains no fixed length. Stretching x and y by λ and τ by λ⁴ leaves the equation, the slope m and the flat initial surface unchanged. If the solution is unique, it must have the form

y = w G(u), u = x/w, w = τ^(1/4).

Here dw/dτ = 1/(4w³), so y_τ = (G − uG′)/(4w³). The right-hand side also scales as 1/w³, and time drops out:

(G − uG′)/4 = −d/du { (1 + G′²)^(−1/2) d²/du² [ G′/√(1 + G′²) ] }.

The depth below the original surface is A w, with A = −G(0). The power 1/4 thus holds at finite slope; the slope enters through A.

For small slope the equation is y_τ = −y_xxxx, and A follows in closed form. Let k_n = nπ/a and Y_n = ∫₀ᵃ y cos(k_n x) dx. Two integrations by parts, using y_xxx = 0 and sin(k_n x) = 0 at both ends, give

dY_n/dτ = k_n² ∫₀ᵃ y_xx cos(k_n x) dx.

Two more, with y_x = m at x = 0 and y_x = 0 at x = a, turn the integral into −m − k_n²Y_n. Hence

dY_n/dτ = −m k_n² − k_n⁴ Y_n,
Y_n = −(m/k_n²)[1 − exp(−k_n⁴τ)].

The mean height stays zero. Since y(0) = (2/a) Σ Y_n, with n = 1, 2, …,

depth = (2m/a) Σ [1 − exp(−k_n⁴τ)]/k_n².

For w much smaller than a, many modes contribute. Their spacing is π/a, so the sum becomes an integral. With q = kw,

depth = (2mw/π) ∫₀^∞ (1 − e^(−q⁴))/q² dq.

Integration by parts leaves 4∫₀^∞ q² e^(−q⁴) dq, because the boundary term vanishes at both limits. The substitution s = q⁴ makes this ∫₀^∞ s^(−1/4) e^(−s) ds = Γ(3/4). Mullins' law follows:

depth = [2Γ(3/4)/π] m w = 0.780 m (Bt)^(1/4).

**How the naive scheme fails**

The naive scheme expands the derivative, −(M K_x)_x = −M K_xx − M_x K_x, replaces each factor by a centred difference, and steps forward explicitly.

Its first fault is that it creates or destroys matter. Take a periodic row of grid points with spacing h, and write a_i = M_{i+1} − M_i and b_i = K_{i+1} − K_i. Summed over the row and multiplied by h², the two discrete terms of M K_xx + M_x K_x are

Σ M_i(b_i − b_{i−1}) = −Σ a_i b_i,
¼ Σ (a_i + a_{i−1})(b_i + b_{i−1}) = ½ Σ a_i b_i + ¼ Σ (a_i b_{i−1} + a_{i−1} b_i).

Their total is

−¼ Σ (a_i − a_{i−1})(b_i − b_{i−1}).

It should be zero, but in general it is not. The volume error is a sum of products of the second differences of M and K. Suppose that M and K are known accurately on the grid up to the root, with their values there taken from one side and not from differences across it. Once an isolated groove is much wider than h, the similarity form then makes these differences scale as h²/w² and h²/w³ away from the root. At the root the slope changes sign, so M has a kink and its second difference scales only as h/w. About w/h points contribute away from the root and only a few at it, so both parts of the sum scale as h³/w⁴. Dividing by h gives a volume error rate proportional to h²/w⁴ = h²/τ. The error is therefore made fastest while the groove is young. Later it grows only logarithmically, while the displaced volume grows as w². The relative error shrinks, but matter is not conserved exactly. Under these assumptions the fault is small: for the slope of the example below, the similarity profile gives a volume error per half grain of about 8×10⁻⁴ h² for each factor e in time.

The second fault is the time step. For small slope, a ripple of wavenumber k is multiplied in each explicit step by

1 − (16Δτ/h⁴) sin⁴(kh/2).

The shortest ripple has sin² = 1, and it does not grow provided Δτ ≤ h⁴/8. With h = 0.5 nm the limit is 0.0078 nm⁴. The example below needs τ = 1.1×10⁷ nm⁴ before neighbouring grooves matter, which is about 1.4×10⁹ steps. Halving h multiplies that number by sixteen.

**First repair: store fluxes, not expanded derivatives**

Divide 0 < x < a into N cells with centres x_i = (i + ½)h, i = 0, …, N−1. Heights and curvatures belong to cells; slopes and fluxes belong to the faces between them:

p_{i+1/2} = (y_{i+1} − y_i)/h, S = p/√(1 + p²),
K_i = (S_{i+1/2} − S_{i−1/2})/h,
Q_{i+1/2} = M_{i+1/2}(K_{i+1} − K_i)/h,
dy_i/dτ = −(Q_{i+1/2} − Q_{i−1/2})/h.

The end conditions enter as face values: S = sin θ at the root, S = 0 at mid-grain, and Q = 0 at both. When the last line is summed over all cells, each interior flux appears twice with opposite signs. The total volume is therefore constant for any h, apart from rounding. The root lies half a cell from the first centre, so the depth is read as mh/2 − y_0, with an error of order h² y_xx (the half-cell extrapolation alone contributes h² y_xx/8).

**Second repair: an implicit step that respects the energy**

Conservation does not remove the stability limit. The physical reason that ripples decay is that they cost energy, so the step should inherit that property. Divided by γ_s, the discrete energy of half a grain is

F = h Σ √(1 + p²) + y_0 sin θ.

The sum runs over interior faces. The last term is half the energy of the grain boundary, whose length grows with the root height; using y_0 in place of the root height shifts F by a constant. Changing y_i alters the two adjacent slopes, and the result is

∂F/∂y_i = S_{i−1/2} − S_{i+1/2} = −hK_i,

including the end cells, where sin θ and 0 supply the missing values.

Now evaluate K at the new surface and M at the old one:

y_i − y_i^old = −(Δτ/h)(Q_{i+1/2} − Q_{i−1/2}).

F is convex, because √(1 + p²) is convex and the boundary term is linear. A convex function lies above its tangent, hence

F(y) − F(y^old) ≤ −h Σ K_i (y_i − y_i^old)
= Δτ Σ K_i (Q_{i+1/2} − Q_{i−1/2})
= −Δτ Σ Q_{i+1/2}(K_{i+1} − K_i)
= −Δτ h Σ Q²_{i+1/2}/M_{i+1/2} ≤ 0.

The third line regroups the sum by faces and uses Q = 0 at the ends. The energy cannot rise, whatever the size of Δτ.

The step also has exactly one solution. Regard the heights as functions of the fluxes through the update formula, and minimize

F(y(Q)) + (Δτ h/2) Σ Q²_{i+1/2}/M_{i+1/2}.

Setting the derivative with respect to Q_{i+1/2} to zero gives Δτ(K_i − K_{i+1}) + Δτ h Q_{i+1/2}/M_{i+1/2} = 0, which is the flux law. The first term is convex in Q and the second is strictly convex and quadratic, so there is one minimum. This is why M is taken from the old surface: a mobility that varied with the unknown would spoil the argument. The price is an error of first order in the time step, the same order as that of backward Euler itself.

The nonlinear equations are solved by Newton's method. A change of height alters K in its own cell and the two adjacent ones, and each K alters the flux difference in the same pattern. A height therefore acts up to two cells away on either side, and the matrix has five diagonals. One iteration costs a number of operations proportional to N.

**Third repair: steps that grow with the groove**

A constant step is too coarse for the young groove or wasteful for the old one. Since the isolated groove looks the same at all times in units of w, the step should be a fixed fraction of the elapsed time, Δτ = ετ.

For small slope the resulting error can be found. Backward Euler multiplies a mode with decay rate Λ = k⁴ by

1/(1 + ΛΔτ) = exp(−ΛΔτ + Λ²Δτ²/2 − …).

The accumulated second term is ½Λ² Σ Δτ² ≈ ½Λ² ∫ ετ dτ = εΛ²τ²/4. To first order in ε, e^(−q⁴) in the depth integral becomes e^(−q⁴)(1 + εq⁸/4). The depth changes by

−(2mw/π)(ε/4) ∫₀^∞ q⁶ e^(−q⁴) dq = −(2mw/π)(ε/16) Γ(7/4).

With Γ(7/4) = ¾ Γ(3/4), the change relative to Mullins' depth is −3ε/64. It does not depend on time, so it shifts the amplitude slightly and leaves the exponent alone. For ε = 0.02 it is −0.09 percent.

The algorithm is now complete:

1. Start flat, with a first step of 0.01h⁴.
2. Compute M from the current slopes.
3. Solve the implicit step by Newton's method.
4. Record the depth, increase τ by the factor 1 + ε, and repeat from 2.

**A worked case**

The parameters are round model values, not those of a particular silicide: γ_s = 1 J/m², γ_b = 0.8 J/m², D_s = 10⁻¹³ m²/s, n_s = 10¹⁹ m⁻², Ω = 2×10⁻²⁹ m³, T = 1000 K and L = 400 nm. Then k_B T = 1.3806×10⁻²⁰ J and

B = 10⁻¹³ × 1 × 10¹⁹ × (2×10⁻²⁹)²/(1.3806×10⁻²⁰) m⁴/s = 2.897×10⁴ nm⁴/s.

The root condition gives sin θ = 0.4, θ = 23.6° and m = 0.436. With N = 400 and ε = 0.02, the run takes 1374 steps to reach τ = 4×10⁸ nm⁴.

The similarity equation, solved separately by collocation with G and G′ set to zero at u = 20, gives A = 0.3234. Thus A/m = 0.741, about 5 percent below the small-slope value 0.780. The predicted law is

depth = 0.3234 (Bt)^(1/4).

At 10 s, w = (2.897×10⁵ nm⁴)^(1/4) = 23.20 nm, and the law gives 7.50 nm. The simulation also gives 7.50 nm. Doubling ε lowers the simulated depth by 0.09 percent, in line with the small-slope estimate; doubling h changes it by about 0.02 percent.

A straight-line fit of log depth against log time, from w = 5 nm to w = 40 nm, gives the exponent 0.2499. This window covers a factor 8⁴ = 4096 in time. It begins at ten cell widths, because a groove no wider than a few cells is shaped by the grid. Over the whole run the mean height drifts by no more than about 2×10⁻¹⁵ nm.

The displaced matter forms a hump. In the similarity profile its crest lies at x = 2.28w and rises to 0.078w, so the two crests beside a boundary are 4.57w apart.

**When the neighbours arrive**

For small slope, write G = mZ. The periodic surface is the sum of isolated profiles centred on all the boundaries: the equation is linear, and at any one root the slopes and fluxes from neighbours on opposite sides cancel. Therefore

y(0) = mw [ Z(0) + 2Z(L/w) + 2Z(2L/w) + … ].

The sign of Z far from its root decides what a neighbour does. The small-slope similarity equation is Z′′′′ = (uZ′ − Z)/4. At large u put Z = e^σ; the leading terms give σ′⁴ = uσ′/4, so σ′³ = u/4. The two decaying solutions have

σ′ = (u/4)^(1/3) e^(±2πi/3).

These are complex, so the profile oscillates as it dies away. Beyond the hump lies a shallow depression, and beyond that a still weaker rise. As w grows, each root meets these features of its neighbours in reverse order.

The mode sum shows the result. From w/L = 0.05 onward, the depth at first stays within 0.1 percent of the isolated law, and then falls short of it by at most 0.6 percent. It then exceeds the law, by 2 percent at w/L = 0.143 and by 4.9 percent at most. The finite-slope simulation reaches 2 percent at w/L = 0.144 and has a largest excess of 4.8 percent at ε = 0.02; this figure is lowered by the time-step error and rises to about 5.0 percent as ε → 0, so the finite-slope and small-slope values are practically the same. The first sizeable effect of the neighbours is thus to deepen the groove.

Time (s): simulated depth; isolated law (nm); local exponent
1: 4.22; 4.22; 0.250
10: 7.50; 7.50; 0.250
100: 13.29; 13.34; 0.240
1000: 24.77; 23.73; 0.214
10000: 28.07; 42.19; 0.000

The simulated depths carry the time-step error of ε = 0.02: as ε → 0 the entries at 100 s and 1000 s rise to 13.30 and 24.81 nm, shifts of about 0.1 and 0.2 percent. The local exponent d(ln depth)/d(ln t) dips below 1/4, climbs to 0.30 between the tabulated times, and then falls to zero. One measured exponent near 1/4 therefore does not prove isolation; w/L must be known too. Here the 2 percent departure comes at w ≈ 58 nm, or t ≈ 380 s. At fixed B and θ this time scales as L⁴.

**The end state and the film thickness**

Deepening stops when K is uniform. Since S falls from sin θ to 0 over the length a, K = −sin θ/a, and the surface is a circular arc of radius R = a/sin θ. Measured from the centre of the circle, the root height is R cos θ and the mean height is

(1/a) ∫₀ᵃ √(R² − s²) ds = ½(R cos θ + R²θ/a).

Volume conservation places the original surface at the mean, so

final depth = ½(R²θ/a − R cos θ) = (a/2)(θ/sin²θ − cot θ).

This is 28.07 nm here, and the simulation settles at the same value. For small θ the formula tends to mL/6, which would give 29.1 nm.

In this model a film thicker than about 28 nm is not cut through by its surface grooves. A 10 nm film is cut when w = 10/0.3234 = 30.9 nm, at t = w⁴/B ≈ 32 s, while the grooves are still nearly isolated. From then on the substrate takes part and the equations no longer apply. Grooving of the lower interface, the deeper pits that can form where three grains meet, boundary migration, faceting and transport along the boundary are also left out. Each can change these times, and those that add a length or a different transport law can change the exponent as well.
